**Solvent enhancement coefficient of a dilute fcc alloy**

The program tests $b=-18+(w_4/w_0)(4w_1/w_3+14)$, the linear coefficient of the solvent diffusivity in the solute fraction when the change of the correlation factor is neglected. Here $w_0$ is the solvent exchange rate far from solute, $w_1$ the rate between two neighbours of the solute, $w_3$ the rate of leaving its first shell and $w_4$ the reverse; $w_2$ is the solute exchange rate. For five rate sets it asserts that an atom-centred and a vacancy-centred count, both made from lattice geometry, agree with the formula. It also asserts that $b$ vanishes for equal solvent rates, and that the three-body walk of tracer, vacancy and solute obeys detailed balance and reproduces $b$ in its uncorrelated part. With all five rates equal, the computed correlation change is zero within rounding. For the copper-like model at 1100 K the output gives $b=10.51$, a correlation change of $-1.07$ and a complete linear coefficient of 9.44. At fixed total vacancy content the uncorrelated coefficient is $-0.08$.

## Numerical verification

```python
"""
Result under test: in a dilute fcc alloy the solvent diffusivity is
    D_A(c) = D_A(0) * (1 + b*c),   b = -18 + (w4/w0)*(4*w1/w3 + 14),
when the change of the solvent correlation factor is neglected.
c  : solute site fraction
w0 : solvent-vacancy exchange rate far from solute
w1 : vacancy moves between two neighbours of the solute
w2 : solute-vacancy exchange rate
w3 : vacancy leaves the first shell of the solute;  w4 : reverse jump
K = w4/w3 : weight of a vacancy beside a solute relative to one far away.
The neglected correlation change is found from the exact three-body walk
(tracer, solute, vacancy) in periodic cells. Vacancies are in equilibrium.
"""
import itertools
import numpy as np
from scipy import constants, sparse

STEPS = np.array([(1, 0, 0), (0, 1, 0), (0, 0, 1),
                  (1, -1, 0), (1, 0, -1), (0, 1, -1)])
STEPS = np.vstack([STEPS, -STEPS])      # fcc neighbours, primitive basis
STEP_X = STEPS[:, 1] + STEPS[:, 2]      # Cartesian x in units of a/2


def coefficient(w0, w1, w3, w4):
    return -18 + (w4 / w0) * (4 * w1 / w3 + 14)


def solvent_rate(near_before, near_after, w):
    """Rate of a solvent exchange from the solute's place around it."""
    w0, w1, w2, w3, w4 = w
    return np.where(near_before, np.where(near_after, w1, w3),
                    np.where(near_after, w4, w0))


def jump_environment():
    """Sites around one jump: vacancy at origin, atom at (1,1,0)*a/2."""
    sites = np.array([p for p in itertools.product(range(-4, 5), repeat=3)
                      if sum(p) % 2 == 0])
    to_vac = (sites**2).sum(axis=1)
    to_atom = ((sites - np.array([1, 1, 0]))**2).sum(axis=1)
    keep = (to_vac > 0) & (to_atom > 0)
    return to_vac[keep], to_atom[keep]


def site_factors(w):
    """Weight times rate, over w0, with a solute on each site in turn."""
    to_vac, to_atom = jump_environment()
    near_vac, near_atom = to_vac == 2, to_atom == 2
    weight = np.where(near_vac, w[4] / w[3], 1.0)
    return weight * solvent_rate(near_vac, near_atom, w) / w[0]


def make_cell(n):
    """Periodic fcc cell of n**3 sites: step table, differences, shell."""
    xyz = np.array(list(itertools.product(range(n), repeat=3)))

    def number(p):
        p = p % n
        return (p[..., 0] * n + p[..., 1]) * n + p[..., 2]

    shift = number(xyz[:, None, :] + STEPS[None, :, :])
    diff = number(xyz[:, None, :] - xyz[None, :, :])
    near = np.zeros(n**3, dtype=bool)
    near[number(STEPS)] = True
    return shift, diff, near


def vacancy_centred(n, w):
    """Count all solvent exchanges of one vacancy, solute on every site.
    Returns coefficient per solvent atom and vacancy-number coefficient."""
    shift, diff, near = make_cell(n)
    atoms = n**3 - 1
    solute = np.arange(1, n**3)
    weight = np.where(near[solute], w[4] / w[3], 1.0)
    total = 0.0
    for k in range(12):
        target = shift[0, k]
        rate = solvent_rate(near[solute], near[diff[target, solute]], w)
        total += (weight * rate)[solute != target].sum()
    per_solvent_atom = total / atoms / (atoms - 1)
    pure = 12 * w[0] / atoms
    b_count = (atoms - 1) * (per_solvent_atom / pure - 1)
    return b_count, atoms * (weight.sum() / atoms - 1)


def correlation_factor(flux, drift, bare):
    """1 - <u,(-L)^-1 u>/bare by preconditioned conjugate gradients."""
    diag = np.asarray(flux.sum(axis=1)).ravel()
    x = np.zeros_like(drift)
    r = drift.copy()
    z = r / diag
    p = z.copy()
    rz = r @ z
    goal = 1e-9 * np.linalg.norm(drift)
    for _ in range(4000):
        if np.linalg.norm(r) < goal:
            break
        q = diag * p - flux @ p
        alpha = rz / (p @ q)
        x += alpha * p
        r -= alpha * q
        z = r / diag
        rz_new = r @ z
        p = z + (rz_new / rz) * p
        rz = rz_new
    assert np.linalg.norm(r) < goal, "linear solver did not converge"
    return 1 - (drift @ x) / bare


def pure_walk(n):
    """Tracer and vacancy only, unit rates: correlation factor and bare D."""
    shift, diff, near = make_cell(n)
    size = n**3
    vac = np.arange(1, size)
    drift = np.zeros(size - 1)
    bare = 0.0
    rows, cols = [], []
    for k in range(12):
        target = shift[vac, k]
        hit = target == 0
        new = np.where(hit, diff[0, vac], target)
        drift -= hit * STEP_X[k]
        bare += 0.5 * hit.sum() * STEP_X[k]**2
        rows.append(vac - 1)
        cols.append(new - 1)
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    flux = sparse.coo_matrix((np.ones(len(rows)), (rows, cols)),
                             shape=(size - 1, size - 1)).tocsr()
    return correlation_factor(flux, drift, bare), bare


def three_body(n, w):
    """Tracer at origin, one vacancy, one solute in a periodic cell.
    Returns bare-jump coefficient and correlation-change coefficient."""
    shift, diff, near = make_cell(n)
    size = n**3
    vac, sol = np.meshgrid(np.arange(size), np.arange(size), indexing="ij")
    valid = (vac > 0) & (sol > 0) & (vac != sol)
    vac, sol = vac[valid], sol[valid]
    count = len(vac)
    label = np.full((size, size), -1)
    label[vac, sol] = np.arange(count)
    near_before = near[diff[vac, sol]]
    weight = np.where(near_before, w[4] / w[3], 1.0)
    drift = np.zeros(count)
    bare = 0.0
    cols, values = [], []
    for k in range(12):
        target = shift[vac, k]
        rate = solvent_rate(near_before, near[diff[target, sol]], w)
        swap, hit = target == sol, target == 0
        rate = np.where(swap, w[2], rate)
        new_vac = np.where(hit, diff[0, vac], target)
        new_sol = np.where(hit, diff[sol, vac], np.where(swap, vac, sol))
        current = weight * rate
        drift -= current * hit * STEP_X[k]
        bare += 0.5 * (current * hit).sum() * STEP_X[k]**2
        cols.append(label[new_vac, new_sol])
        values.append(current)
    cols = np.concatenate(cols)
    assert cols.min() >= 0
    rows = np.tile(np.arange(count), 12)
    flux = sparse.coo_matrix((np.concatenate(values), (rows, cols)),
                             shape=(count, count)).tocsr()
    assert abs(flux - flux.T).max() < 1e-10 * max(w)   # detailed balance
    f_alloy = correlation_factor(flux, drift, bare)
    f_pure, bare_pure = pure_walk(n)
    places = size - 2
    jump_part = places * (bare / places / (bare_pure * w[0]) - 1)
    return jump_part, places * (f_alloy / f_pure - 1)


def extrapolate(n1, y1, n2, y2):
    """Limit of a quantity whose finite-cell error goes as 1/n**3."""
    return (n2**3 * y2 - n1**3 * y1) / (n2**3 - n1**3)


# ---- geometry and counting, for rate sets with no special relation ----
to_vac, to_atom = jump_environment()
common = int(((to_vac == 2) & (to_atom == 2)).sum())
only_vac = int(((to_vac == 2) & (to_atom != 2)).sum())
only_atom = int(((to_vac != 2) & (to_atom == 2)).sum())
assert common + only_vac + only_atom == 18
for w in [(1, 1, 1, 1, 1), (1, 1, 7, 1, 1), (1.0, 2.3, 0.4, 0.7, 1.9),
          (2.0, 0.3, 5.0, 1.1, 0.6), (1, 3, 2, 3, 1)]:
    formula = coefficient(w[0], w[1], w[3], w[4])
    assert abs((site_factors(w) - 1).sum() - formula) < 1e-9
    b_count, vac_count = vacancy_centred(6, w)
    assert abs(b_count - formula) < 1e-8
    assert abs(vac_count - 12 * (w[4] / w[3] - 1)) < 1e-8
assert coefficient(1, 1, 1, 1) == 0
b_unequal_zero = coefficient(1, 3, 3, 1)
assert abs(b_unequal_zero) < 1e-12

# ---- worked example: rough regime of copper with a zinc-like solute ----
k_ev = constants.k / constants.e
temperature = 1100.0
attempt = 1e13
barriers = np.array([0.70, 0.68, 0.60, 0.73, 0.67])
formation_ev, entropy_k, a_nm, fraction = 1.30, 2.0, 0.36, 0.01
kt = k_ev * temperature
rates = attempt * np.exp(-barriers / kt)
w_rel = tuple(rates / rates[0])
K = rates[4] / rates[3]
b = coefficient(rates[0], rates[1], rates[3], rates[4])
b_common = common * (K * w_rel[1] - 1)
b_outer = (only_vac + only_atom) * (w_rel[4] - 1)
assert abs(b_common + b_outer - b) < 1e-9
vac_part = vacancy_centred(6, w_rel)[1]

# ---- pure correlation factor; known fcc lattice value is 0.7815 ----
f8, bare_unit = pure_walk(8)
f10, _ = pure_walk(10)
f0 = extrapolate(8, f8, 10, f10)
assert abs(f0 - 0.7815) < 5e-4
# bare D per (vacancy fraction * w0) must be a^2, i.e. 4 in units (a/2)^2
assert abs(bare_unit - 4) < 1e-12

# ---- neglected correlation change from the three-body walk ----
shift_n = {}
for n in (5, 6, 7, 8):
    jump_part, shift_n[n] = three_body(n, w_rel)
    assert abs(jump_part - b) < 1e-6
corr = extrapolate(6, shift_n[6], 8, shift_n[8])
corr_check = extrapolate(5, shift_n[5], 7, shift_n[7])
assert abs(corr - corr_check) < 0.1     # remaining finite-cell error
equal_jump, equal_corr = three_body(5, (1.0, 1.0, 1.0, 1.0, 1.0))
assert abs(equal_jump) < 1e-8 and abs(equal_corr) < 1e-4

only_w2 = {}
for w2 in (0.0, w_rel[2]):
    w = (1.0, 1.0, w2, 1.0, 1.0)
    j6, s6 = three_body(6, w)
    j8, s8 = three_body(8, w)
    assert abs(j6) < 1e-7 and abs(j8) < 1e-7
    assert s8 * (w2 - 1) > 0            # D_A rises with w2
    only_w2[w2] = extrapolate(6, s6, 8, s8)

# ---- diffusivities and sizes of other neglected effects ----
c_vac = np.exp(entropy_k - formation_ev / kt)
d_pure = (a_nm * 1e-7)**2 * c_vac * rates[0] * f0
d_alloy = d_pure * (1 + b * fraction)
factors = site_factors(w_rel)


def all_orders(c):
    return np.prod(1 - c + c * factors)


assert abs((all_orders(1e-6) - 1) / 1e-6 - b) < 1e-2
second_shell = int((((to_vac == 4) | (to_atom == 4))
                    & (to_vac != 2) & (to_atom != 2)).sum())
saddle_shift = 0.005
b_second = second_shell * (np.exp(saddle_shift / kt) - 1)
pair_binding = 0.20
pair_fraction = 12 * c_vac * np.exp(pair_binding / kt)

print("Sites near both vacancy and atom:", common)
print("Sites near vacancy only, near atom only:", only_vac, only_atom)
print(f"b, all solvent rates equal: {coefficient(1, 1, 1, 1):.1f}")
print(f"b for w4=w0, w1=w3=3*w0: {b_unequal_zero:.1f}")
print(f"Temperature: {temperature:.0f} K;  kT: {kt:.5f} eV")
print(f"Attempt frequency, all jumps: {attempt:.1e} 1/s")
for i in range(5):
    print(f"Barrier {i}: {barriers[i]:.2f} eV; w{i}: {rates[i]:.3e} 1/s; "
          f"w{i}/w0: {w_rel[i]:.4f}")
print(f"Vacancy-solute binding: {barriers[3] - barriers[4]:.2f} eV")
print(f"K = w4/w3: {K:.4f};  w1/w3: {rates[1] / rates[3]:.4f}")
print(f"Part of b from 4 common sites: {b_common:.3f}")
print(f"Part of b from 14 other sites: {b_outer:.3f}")
print(f"Enhancement coefficient b: {b:.3f}")
print(f"Vacancy-number coefficient 12(K-1): {vac_part:.3f}")
print(f"b at fixed total vacancy content: {b - vac_part:.3f}")
for t in (900.0, 1100.0, 1300.0):
    e = np.exp(-barriers / (k_ev * t))
    print(f"b at {t:.0f} K: {coefficient(e[0], e[1], e[3], e[4]):.2f}")
print(f"Vacancy formation energy: {formation_ev:.2f} eV")
print(f"Vacancy formation entropy: {entropy_k:.1f} k")
print(f"Lattice parameter: {a_nm:.2f} nm")
print(f"Vacancy fraction, pure solvent: {c_vac:.3e}")
print(f"Correlation factor f0, pure fcc: {f0:.4f}")
print(f"D_A, pure solvent: {d_pure:.3e} cm2/s")
print(f"Solute fraction c: {fraction:.2f}")
print(f"D_A at this c, linear law: {d_alloy:.3e} cm2/s")
print(f"D_A ratio, linear law: {1 + b * fraction:.4f}")
print(f"D_A ratio, all orders, additive: {all_orders(fraction):.4f}")
for n in (5, 6, 7, 8):
    print(f"Correlation shift s, {n**3} sites: {shift_n[n]:.4f}")
print(f"s extrapolated (216, 512 sites): {corr:.3f}")
print(f"s extrapolated (125, 343 sites): {corr_check:.3f}")
print(f"Full linear coefficient b+s: {b + corr:.2f}")
print(f"|s| with all five rates equal: {abs(equal_corr):.1e}")
for w2, value in only_w2.items():
    print(f"s if only w2 differs, w2/w0={w2:.3f}: {value:.3f}")
print(f"Second-shell sites around a jump: {second_shell}")
print(f"Assumed saddle lowering there: {saddle_shift * 1000:.0f} meV")
print(f"Change of b from it: {b_second:.3f}")
print(f"Assumed divacancy binding: {pair_binding:.2f} eV")
print(f"Chance of a second vacancy beside one: {pair_fraction:.1e}")
print("all good")
```

Output:

```
Sites near both vacancy and atom: 4
Sites near vacancy only, near atom only: 7 7
b, all solvent rates equal: 0.0
b for w4=w0, w1=w3=3*w0: 0.0
Temperature: 1100 K;  kT: 0.09479 eV
Attempt frequency, all jumps: 1.0e+13 1/s
Barrier 0: 0.70 eV; w0: 6.207e+09 1/s; w0/w0: 1.0000
Barrier 1: 0.68 eV; w1: 7.665e+09 1/s; w1/w0: 1.2349
Barrier 2: 0.60 eV; w2: 1.783e+10 1/s; w2/w0: 2.8718
Barrier 3: 0.73 eV; w3: 4.523e+09 1/s; w3/w0: 0.7287
Barrier 4: 0.67 eV; w4: 8.518e+09 1/s; w4/w0: 1.3723
Vacancy-solute binding: 0.06 eV
K = w4/w3: 1.8832;  w1/w3: 1.6947
Part of b from 4 common sites: 5.302
Part of b from 14 other sites: 5.212
Enhancement coefficient b: 10.514
Vacancy-number coefficient 12(K-1): 10.598
b at fixed total vacancy content: -0.084
b at 900 K: 13.83
b at 1100 K: 10.51
b at 1300 K: 8.47
Vacancy formation energy: 1.30 eV
Vacancy formation entropy: 2.0 k
Lattice parameter: 0.36 nm
Vacancy fraction, pure solvent: 8.175e-06
Correlation factor f0, pure fcc: 0.7814
D_A, pure solvent: 5.139e-11 cm2/s
Solute fraction c: 0.01
D_A at this c, linear law: 5.679e-11 cm2/s
D_A ratio, linear law: 1.1051
D_A ratio, all orders, additive: 1.1104
Correlation shift s, 125 sites: -0.8832
Correlation shift s, 216 sites: -0.9604
Correlation shift s, 343 sites: -1.0008
Correlation shift s, 512 sites: -1.0239
s extrapolated (216, 512 sites): -1.070
s extrapolated (125, 343 sites): -1.068
Full linear coefficient b+s: 9.44
|s| with all five rates equal: 1.4e-14
s if only w2 differs, w2/w0=0.000: -0.577
s if only w2 differs, w2/w0=2.872: 0.190
Second-shell sites around a jump: 8
Assumed saddle lowering there: 5 meV
Change of b from it: 0.433
Assumed divacancy binding: 0.20 eV
Chance of a second vacancy beside one: 8.1e-04
all good
```
